# Trap-Filling Voltage and Diffusion Crossover in a Thin Semiconductor Film

## Problem

An undoped semiconductor film of thickness $L=200$ nm and relative permittivity 25 lies between two identical ohmic contacts that supply electrons. It contains $N_t=10^{22}\ \mathrm{m^{-3}}=10^{16}\ \mathrm{cm^{-3}}$ deep traps, spread uniformly. A trap is neutral when empty and carries charge $-q$ when it holds an electron. The temperature is 300 K.

(a) Show that the trap-filling voltage is 0.14 V.

(b) Without traps, the current is linear in voltage at low bias and approaches a quadratic space-charge law at high bias. Show that the two laws intersect at 0.91 V.

(c) Does the current-voltage curve of this film show a steep trap-filling rise?

**Conventions.** Electrons enter at $x=0$ and leave at $x=L$. The electrostatic potential is $\phi$, with $\phi(L)-\phi(0)=V\ge 0$, and $F=d\phi/dx$ is minus the electric field. The free-electron density is $n$, the permittivity is $\varepsilon$, and $V_T=kT/q=0.02585$ V. Electrons drift towards higher potential, so with a constant mobility $\mu$ and the Einstein relation the magnitude of the current density is

$$
J=q\mu\left(nF-V_T\frac{dn}{dx}\right).
$$

Electrons and filled traps are both negative, so Poisson's equation reads $\phi''=q(n+N_t^-)/\varepsilon$, where $N_t^-$ is the density of filled traps. Holes and mobile ions are left out.

## First estimate by scaling

Filled traps hold a charge $qN_tL$ per unit area. This produces a field of order $qN_tL/\varepsilon$ and hence a voltage of order

$$
\frac{qN_tL^2}{\varepsilon}\approx 0.29\ \mathrm{V}.
$$

For the low-bias current, the contacts fill the film by diffusion to a density at which the screening length is comparable with $L$, so $n\sim\varepsilon V_T/(qL^2)$. Then $J\sim q\mu nV/L\sim\mu\varepsilon V_TV/L^3$. At high bias the injected charge per area is of order $\varepsilon V/L$, so $n\sim\varepsilon V/(qL^2)$ and $J\sim\mu\varepsilon V^2/L^3$. The two currents are equal when

$$
V\sim V_T\approx 0.026\ \mathrm{V}.
$$

The estimate places the crossover well below the trap-filling voltage. It has dropped every numerical factor, however, and the order of the two voltages depends on those factors.

## Exact solution

### The trap-filling voltage

Let all traps be filled and neglect the free electrons, so that $\phi''=qN_t/\varepsilon$. Two integrations with $\phi(0)=0$ and $\phi(L)=V$ give

$$
\phi(x)=\frac{qN_t}{2\varepsilon}\,x(x-L)+\frac{V}{L}x,
\qquad
\phi'(0)=\frac{V}{L}-\frac{qN_tL}{2\varepsilon}.
$$

At low voltage $\phi'(0)$ is negative, so the trap charge pushes entering electrons back. The trap-filling voltage is the one at which this opposing field vanishes:

$$
V_{\rm TFL}=\frac{qN_tL^2}{2\varepsilon}
=\frac{(1.602\times10^{-19})(10^{22})(2\times10^{-7})^2}{2(25)(8.854\times10^{-12})}\ \mathrm{V}
=0.145\ \mathrm{V}.
$$

The less rounded value is 0.1448 V, which is 0.14 V to two decimals.

The same potential shows the barrier that the traps create. With $s=x/L$ and $r=V/V_{\rm TFL}$,

$$
\phi=V_{\rm TFL}\left[s^2-(1-r)s\right].
$$

For $r<1$ the minimum lies at $s=(1-r)/2$ and has the value $-V_{\rm TFL}(1-r)^2/4$. The trap charge alone therefore gives a barrier of $qV_{\rm TFL}/4=36$ meV at zero bias, about $1.4\,kT$, and the barrier disappears at $V_{\rm TFL}$.

### The linear law

Now remove the traps. At zero bias $J=0$, so $F=V_T\,n'/n$. Integration gives $n=n_m e^{\phi/V_T}$, with $\phi=0$ and $n=n_m$ at the midplane. Poisson's equation becomes

$$
\phi''=\frac{qn_m}{\varepsilon}e^{\phi/V_T}.
$$

Multiply by $\phi'$ and integrate from the midplane, where $\phi'=0$ by symmetry:

$$
\frac{(\phi')^2}{2}=\frac{qn_mV_T}{\varepsilon}\left(e^{\phi/V_T}-1\right).
$$

Set $w=e^{-\phi/(2V_T)}$, so that $w'=-w\phi'/(2V_T)$ and

$$
(w')^2=\frac{w^2(\phi')^2}{4V_T^2}
=\frac{qn_m}{2\varepsilon V_T}\,w^2\left(w^{-2}-1\right)
=\kappa^2(1-w^2),
\qquad \kappa^2=\frac{qn_m}{2\varepsilon V_T}.
$$

The solution with $w=1$ at the midplane is $w=\cos[\kappa(x-L/2)]$. Since $n=n_m/w^2$,

$$
n(x)=\frac{n_m}{\cos^2[\kappa(x-L/2)]}.
$$

An ideal contact has a very large electron density, so the cosine must vanish at $x=0$ and $x=L$. This requires $\kappa L/2=\pi/2$, and the definition of $\kappa$ then gives

$$
n_m=\frac{2\pi^2\varepsilon V_T}{qL^2}=1.76\times10^{16}\ \mathrm{cm^{-3}}.
$$

These electrons come from the contacts, not from doping.

To find the current, divide the drift-diffusion equation by $q\mu n$:

$$
\frac{J}{q\mu n}=\frac{d}{dx}\left(\phi-V_T\ln n\right).
$$

In steady state $J$ does not depend on $x$. Integrate across the film with equal densities at the two contacts, so that the logarithms cancel:

$$
V=\frac{J}{q\mu}\int_0^L\frac{dx}{n}.
$$

This holds at any bias if $n$ is the density at that bias. To first order in $V$, the zero-bias density may be used, because $J$ is already of first order. The ideal-contact limit is then taken, and the average of $\cos^2$ over the film is $1/2$, so

$$
V=\frac{J}{q\mu}\,\frac{L}{2n_m}
\quad\Longrightarrow\quad
J_{\rm lin}=\frac{2q\mu n_mV}{L}=4\pi^2\mu\varepsilon V_T\frac{V}{L^3}.
$$

### The space-charge law

At high bias drift dominates over most of the film: $J=q\mu nF$ and $F'=qn/\varepsilon$. Eliminating $n$ gives $J=\mu\varepsilon FF'$. With $F(0)=0$,

$$
F=\sqrt{\frac{2Jx}{\mu\varepsilon}},
\qquad
V=\int_0^LF\,dx=\frac23\sqrt{\frac{2J}{\mu\varepsilon}}\,L^{3/2}.
$$

Squaring gives $V^2=8JL^3/(9\mu\varepsilon)$, which is the Mott-Gurney law

$$
J_{\rm MG}=\frac98\mu\varepsilon\frac{V^2}{L^3}.
$$

### The crossover

Setting $J_{\rm lin}=J_{\rm MG}$ and cancelling $\mu\varepsilon V/L^3$ leaves $4\pi^2V_T=9V/8$, so

$$
V_x=\frac{32\pi^2}{9}V_T=35.09\times0.02585\ \mathrm{V}=0.907\ \mathrm{V}.
$$

Thickness, permittivity and mobility have dropped out. The ratio $V_{\rm TFL}/V_x$ is 0.16. The trap density at which the two voltages would be equal follows from $qN_xL^2/(2\varepsilon)=V_x$:

$$
N_x=\frac{64\pi^2\varepsilon V_T}{9qL^2}=6.3\times10^{16}\ \mathrm{cm^{-3}}.
$$

A numerical solution of the full trap-free equations tests both laws. Its contact density was $10^6\,\varepsilon V_T/(qL^2)$, and its voltages extended beyond $1000V_T$. The linear coefficient came out as 39.1, against $4\pi^2=39.5$. The quadratic coefficient was 1.11, against 1.125, after extrapolation with a correction proportional to $V^{-2/3}$.

That power follows from the layer near the injecting contact in which diffusion matters. If its width is $\ell$, then $F\sim V_T/\ell$ there, while the drift solution gives $F^2\sim J\ell/(\mu\varepsilon)$. With $J\sim\mu\varepsilon V^2/L^3$ this yields $\ell/L\sim(V_T/V)^{2/3}$. The layer shifts the effective starting plane of the drift region by a distance of order $\ell$. Since $J_{\rm MG}\propto L^{-3}$, the current at a given voltage changes by a fraction of order $\ell/L$. The two numerical coefficients intersect at 0.910 V. Each is about 1% low, and these errors largely cancel in the ratio.

## Comparison of the estimate and the solution

Scaling gave 0.29 V for trap filling, twice the exact 0.14 V. It gave 0.026 V for the crossover, which is too small by a factor of 35, and so it reversed the order of the voltages. The large factor comes mainly from the linear law. The midplane density is $2\pi^2$ times the scaling density, and averaging $1/n$ across the film doubles the conductance again. The space-charge coefficient, $9/8$, is close to one.

## What the curve shows

The inequality $V_{\rm TFL}<V_x$ compares a trap voltage with the intersection of two trap-free asymptotes. It suggests the answer to (c) but does not prove it, so the equations were also solved with traps. In this calculation the traps lie 0.5 eV below the band edge and are in local equilibrium with the free electrons. The contact density is finite, $2.2\times10^{18}\ \mathrm{cm^{-3}}$. It is set equal to the effective density of states $N_c$ of a band with an effective mass of 0.2 electron masses. Boltzmann statistics are used throughout, which is only approximate at the contacts. A trap is then half filled when $n=N_ce^{-0.5\,\mathrm{eV}/kT}$.

At zero bias the traps are already filled throughout the film, with a computed occupancy above 0.999. Almost no filling is left for the voltage to do. The traps still matter: their charge lowers the midplane electron density from $1.58\times10^{16}$ to $1.02\times10^{16}\ \mathrm{cm^{-3}}$, and the linear conductance falls to 0.70 of its trap-free value with the same contacts.

A steep rise would appear as a large logarithmic slope $d\ln J/d\ln V$. At 0.14 V the slope is 1.21. Its largest value up to about 3 V depends on the trap density, with all other settings fixed:

| $N_t$ ($\mathrm{cm^{-3}}$) | largest slope |
|---|---|
| 0 | 1.79 |
| $1\times10^{16}$ | 1.83 |
| $3\times10^{16}$ | 1.93 |
| $6.3\times10^{16}$ | 3.04 |
| $1\times10^{17}$ | 5.49 |

In the first three rows the largest value lies at the 3 V end of the range, and in the first two the slope is still rising slowly there. In the last two rows it is a peak, at 0.38 V and 0.54 V. This is about 0.4 of the respective $V_{\rm TFL}$ (0.91 V and 1.45 V), so the steepest point does not mark $V_{\rm TFL}$. The peak heights depend on the contact density: they are 2.8 and 5.0 for a density ten times higher, and 3.6 and 6.35 for one ten times lower.

The answer to (c) is no: in this model the film stays below slope 2 over the computed range. Its largest slope stays between 1.5 and 1.84 when the contact density is set to $0.01N_c$, $0.1N_c$ or $10N_c$, or the trap depth to 0.2 or 0.12 eV. At $N_x$ the slope already exceeds 2, so among these films the steep rise sets in between $3\times10^{16}\ \mathrm{cm^{-3}}$ and $N_x$. The density $N_x$ is thus a rough scale for the appearance of a steep rise, not a sharp detection limit.

Despite its usual name, the steep rise in the denser films of this model is not caused by traps filling. Half of the traps would be empty only where the free-electron density had dropped to about $9\times10^{9}\ \mathrm{cm^{-3}}$. Even at $N_t=10^{17}\ \mathrm{cm^{-3}}$, where the trap charge gives a zero-bias barrier of about 0.36 eV, the contacts keep the density near $10^{12}\ \mathrm{cm^{-3}}$ at its lowest point, so about 99% or more of the traps are full everywhere. The current rises steeply because the voltage lowers the barrier made by this fixed charge. In the film of the problem the trap charge alone would give only $1.4\,kT$. Because it also displaces free electrons, it deepens the potential minimum by just $kT\ln(1.58/1.02)=0.44\,kT$, too little to produce a steep rise.

Nor is $V_x$ a visible kink. For a mobility of 1 cm²/Vs, each asymptote gives 256 A/cm² there, while the film with traps and finite contacts carries 399 A/cm².

At fixed $N_t$, $\varepsilon$ and $T$, a thicker film raises $V_{\rm TFL}$ as $L^2$ and leaves $V_x$ unchanged. The two would meet at $200/\sqrt{0.16}\approx500$ nm. Warming the 200 nm film to 350 K moves $V_x$ to 1.06 V, while $V_{\rm TFL}$ stays fixed if $\varepsilon$ and $N_t$ do.

## The model beside real devices

The parameters are rough values in the regime of halide-perovskite films with electron-selective contacts; no particular compound is modelled. One assumption at risk there is that all charge other than the electrons is immobile. A mobile-ion density of $10^{17}\ \mathrm{cm^{-3}}$, taken as a rough value, gives a screening length of 19 nm, far below the film thickness. If such ions were negative, uncompensated and uniformly spread, the formula for $V_{\rm TFL}$ would give 1.4 V, ten times the trap value. Unequal contacts matter too: a mismatch of 0.1 eV corresponds to 0.1 V, or 69% of $V_{\rm TFL}$.

The electrodes can hide the film altogether. An electrode resistance of 10 Ω on an area of 0.01 cm² is 28 times the ideal linear resistance of the film at 1 cm²/Vs. The two become equal at a mobility of 0.035 cm²/Vs. A straight measured line may therefore belong to the electrodes. At $V_x$ the computed current would heat the film at about 12 K/µs if no heat escaped, for an assumed heat capacity of 1.5 J/(cm³ K). How warm the film becomes in a steady measurement depends on the heat flow into its surroundings, which is not modelled here. Reading a trap density from such a curve requires that ions, contact mismatch, series resistance and heating have first been excluded or included in the analysis. Poole-Frenkel lowering applies to traps that are charged when empty and so attract the escaping electron. It does not apply to the traps of this film, which are neutral when empty.

## Computed values

```
Thickness: 200 nm
Relative permittivity: 25
Temperature: 300 K
Trap density: 1e+22 m^-3
Trap density, converted: 1e+16 cm^-3
Mobility: 1 cm2/Vs
Effective mass / electron mass: 0.2
Trap depth: 0.5 eV
Thermal voltage: 0.025852 V
Trap-filling voltage: 0.14476 V
Zero-field voltage, finite differences: 0.14476 V
Zero-bias barrier of trap charge alone: 0.03619 V
Crossover voltage: 0.9072 V
Crossover from drift-diffusion: 0.91024 V
Numerical linear coefficient: 39.145
Analytic linear coefficient: 39.478
Numerical high-bias coefficient: 1.1118
Trap-filling / crossover voltage: 0.15957
Threshold trap density: 6.2669e+16 cm^-3
Ideal midplane density: 1.7626e+16 cm^-3
Contact density: 2.2445e+18 cm^-3
Finite-contact midplane, no traps: 1.5791e+16 cm^-3
Finite-contact midplane, with traps: 1.0217e+16 cm^-3
Minimum zero-bias trap occupancy: 1
Linear conductance / trap-free value: 0.6996
Finite-contact / ideal conductance: 0.84825
Log slope at trap-filling voltage: 1.2089
Max log slope to about 3 V, Nt=0 cm^-3: 1.803
Max log slope to about 3 V, Nt=1e+16 cm^-3: 1.830
Max log slope to about 3 V, Nt=3e+16 cm^-3: 1.933
Max log slope to about 3 V, Nt=6.27e+16 cm^-3: 3.026
Max log slope to about 3 V, Nt=1e+17 cm^-3: 5.474
Mott-Gurney current at crossover: 256.19 A/cm2
Computed current at crossover: 399.17 A/cm2
Mean field at crossover: 0.04536 MV/cm
Film linear area resistance: 0.0035412 ohm cm2
Assumed electrode resistance: 10 ohm
Assumed device area: 0.01 cm2
Electrode / film resistance: 28.239
Mobility for equal resistances: 0.035412 cm2/Vs
Assumed mobile-ion density: 1e+17 cm^-3
Ion screening length: 18.899 nm
Assumed optical permittivity: 5
Poole-Frenkel lowering: 0.072286 eV
Contact degeneracy shift estimate: 0.0091401 eV
Assumed contact mismatch: 0.1 eV
Mismatch voltage / trap-filling voltage: 0.69079
Assumed heat capacity: 1.5 J/(cm3 K)
Film-only heating rate at crossover: 12.071 K/us
Crossover at 350 K: 1.0584 V
Temperature where voltages coincide: 47.871 K
```
